Degrees of rate control: sum rule and propagation of free-energy errors, part 2

We ask how errors in computed free energies change the steady turnover frequency r of a mean-field catalyst surface. Energies are in eV, pressures in bar, β = 1/(k_BT). Species n has coverage θ_n (n = 0 is the free site *). Step i has transition state TSi and σ_i sites. For each state, y_j = −βG_j and the degree of rate control is X_j = ∂ln r/∂y_j; w_i = (k_BT/h)exp(y_i‡).

The transition states obey

Σ_(i=1..m) X_i = 1,  (12)

and, for a common barrier shift Δ,

ln r(G‡ + Δ) − ln r(G‡) = −βΔ  (16)

With J the coverage Jacobian of the steady-state system and B_i its explicit y_i‡-derivative,

∂θ̄/∂y_i‡ = −J⁻¹ B_i.  (19)

In general

Σ_(n≥0) X_n + Σ_i σ_iX_i = 0.  (29)

With one site per adsorbate and no lateral interactions, X_n = −σθ_n (28), where σ = Σ_i σ_iX_i (30).

Free site and gases A, B have zero energy; q = p_P exp(βG_P). The two-step cycle A + * ⇌ A* ⇌ P + *, with K = exp(y_A*), p = p_A, has

r = (p − q)/(ρ_1 + ρ_2),  ρ_1 = (1 + Kq)/w_1,  ρ_2 = (1 + Kp)/w_2.  (21)

The three-step model is A + * ⇌ A*, B + * ⇌ B*, A* + B* ⇌ P + 2*. With K_A = exp(y_A*), λ_A = θ_A/K_A, likewise for B, and D = 1 + K_Ap_A + K_Bp_B,

λ_A = p_Aθ_* − r/w_1,  λ_B = p_Bθ_* − r/w_2,  (22)

and, dropping q,

X_1 = ν_1/Λ,  X_2 = ν_2/Λ,  X_3 = 1/Λ,  Λ = 1 + ν_1 + ν_2.  (25)

ν_1 = (r/w_1λ_A)(1 − p_AK_A/D) − (r/w_1λ_B)(p_BK_A/D),

ν_2 = (r/w_2λ_B)(1 − p_BK_B/D) − (r/w_2λ_A)(p_AK_B/D).

Parameters: T = 500 K, k_BT = 0.043087, G‡ = 0.80, 0.85, 0.50, G_A* = −0.30, G_B* = −0.20, G_P = −0.50; p_A, p_B, p_P = 0.5, 1.0, 0.1. Then r = 67.789 s⁻¹, θ_*, θ_A, θ_B = 0.00323, 0.91098, 0.08579 and σ = 1.54751. In the transport run, B arrives at rate k_m(1.0 bar − p_B), and X_m = ∂ln r/∂ln k_m.

### Propagation of an error in the free energies

Let the free energies of the states be displaced by δG_j from a reference set, so that δy_j = −βδG_j. The index j runs over transition states and adsorbed intermediates. The free site is the zero of energy and has no error of its own, and the gas energies are taken as exact. Gas errors would add terms of the same form with X_g = ∂ln r/∂y_g, and these diverge near equilibrium: in (21), ∂ln r/∂ln q contains −q/(p − q).

Follow the straight path y + sδy for 0 ≤ s ≤ 1 and assume that the branch stays smooth and r ≠ 0 along it. The chain rule and the definition of X give d ln r/ds = Σ_j X_j(y + sδy)δy_j, and integration gives an exact expression,

δ ln r = ∫₀¹ X(y + sδy)·δy ds.  (31)

The change in ln r is the error vector weighted by the degrees averaged along the path. Expanding X(y + sδy) = X + sHδy + O(s²δy²), with

H_jk = ∂X_j/∂y_k = ∂² ln r/∂y_j∂y_k,

and using ∫s ds = 1/2,

δ ln r = X·δy + ½ δyᵀHδy + O(δy³).  (32)

The first term, written in energies, is

δ ln r = −β Σ_j X_j δG_j + O((βδG)²).  (33)

The degrees are the first-order weights of the errors. An overestimated barrier lowers the rate if X_i > 0 and raises it if X_i < 0. To this order it makes no difference whether X is evaluated at the true or the computed energies, since the two differ by Hδy. In decades, δ log₁₀ r = −ΣX_jδG_j/(k_BT ln 10), and k_BT ln 10 = 0.0992 eV = 9.57 kJ/mol at 500 K.

H is symmetric, being a second derivative. The sum rule holds at every y, so its derivative with respect to any y_k vanishes:

Σ_(i∈TS) H_ik = 0.  (34)

A common barrier error has no curvature and no coupling to any other error. The finite form follows from (16), applied at the displaced point: if 1_TS is the vector with ones on the transition states, ln r(y + d + η1_TS) = η + ln r(y + d) for any d. The mean of the barrier errors passes into ln r with weight exactly one, and the individual X_i act only on the departures from that mean.

Two other collective errors have simple first-order weights when (28) holds. If all states shift by the same η relative to the gas, the weight is

Σ_j X_j = 1 − σ(1 − θ_*),  (35)

since the adsorbate coverages add up to 1 − θ_*. If instead each intermediate shifts by η and each transition state by σ_iη, as when a method misbinds every occupied site by the same amount, (29) leaves

Σ_i σ_iX_i + Σ_(n≥1) X_n = −X_0 = σθ_*,  (36)

which is small on a covered surface unless σ is large.

### Statistical and worst-case forms

Let δG be Gaussian with zero mean and covariance C, so that δy has covariance β²C; a non-zero mean m̄ would add −βX·m̄ at leading order. Average (32). Odd moments vanish, and ⟨δy_jδy_k⟩ = β²C_jk gives

⟨δ ln r⟩ = ½β² tr(HC) + O(β⁴C²).  (37)

In ⟨(δ ln r)²⟩ the square of the linear term gives β²XᵀCX, its product with the quadratic term is a third moment and vanishes, and all the rest, including the square of the mean, is of fourth order:

Var(ln r) = β² XᵀCX + O(β⁴C²).  (38)

For errors of equal size ε and equal pairwise correlation ρ, C = ε²[(1 − ρ)I + ρ 11ᵀ]. Since XᵀIX = ΣX_j², Xᵀ11ᵀX = (ΣX_j)², tr(HI) = tr H and tr(H11ᵀ) = Σ_jk H_jk,

sd(ln r) = βε [(1 − ρ)ΣX_j² + ρ(ΣX_j)²]^(1/2),  (39)

bias = ½(βε)² [(1 − ρ) tr H + ρ Σ_jk H_jk].  (40)

If only |δG_j| ≤ ε is known, the linear term obeys |X·δy| ≤ Σ|X_j||δy_j| ≤ βεΣ|X_j|, with equality at the corner δy_j = ±βε sign(X_j). This bounds the linear term and not δ ln r itself.

For independent errors, (38) is Σβ²X_j²ε_j². Recomputing state j with a better method, ε → ε′, multiplies the variance for equal initial errors by

1 − (1 − ε′²/ε²) s_j,  s_j = X_j²/ΣX_k².  (41)

At leading order the share s_j ranks the states on which an expensive calculation is best spent, and it is the most that refining state j can remove. The spread formulas (38), (39) and (41) require that X change little over the range of the errors, that is, that Hδy be small compared with X. The bias formulas (37) and (40) require instead that H change little; for constant H they are exact however much X changes. The numerical check tests (39) and (37) against Gauss–Hermite quadrature of the closed-form rate, and the worst-case expression against the corners, at errors far below k_BT.

### The three-step model under errors

The five degrees are X = (−0.7533, 1.2058, 0.5475, −1.4098, −0.1328). From them ΣX = −0.5425, which agrees with (35), 1 − 1.54751 × (1 − 0.00323) = −0.5425; further (ΣX²)^(1/2) = 2.0800 and Σ|X| = 4.0492. The site-proportional weight (36) is 1.5475 × 0.00323 = 0.0050. An error of that pattern is almost invisible at first order, while independent errors of the same size enter with weight 2.08. The curvature matrix is

TS1:  1.2465 −0.7908 −0.4557  0.3004  0.1499
TS2: −0.7908  0.0624  0.7285 −0.4842 −0.2395
TS3: −0.4557  0.7285 −0.2728  0.1838  0.0896
A*:   0.3004 −0.4842  0.1838 −0.2339  0.0449
B*:   0.1499 −0.2395  0.0896  0.0449 −0.1347

The first three entries of each row add to zero within rounding, as in 1.2465 − 0.7908 − 0.4557 = 0, which is (34). The diagonal has both signs, so ln r is neither concave nor convex here; tr H = 0.6674 and ΣH_jk = −0.2788.

A common barrier error of +0.20 eV gives −0.20/0.043087 = −4.6418, a factor 0.00964, and the re-solved steady state agrees. By (16) the weights handle this pattern of error exactly, however large it is.

Take next δG = (0.05, −0.05, 0.10, −0.10, −0.05) eV. In units of 0.05/0.043087 = 1.1604, δy = 1.1604 d with d = (−1, 1, −2, 2, 1). The first-order terms X_jδy_j are

0.8742 + 1.3993 − 1.2707 − 3.2719 − 0.1541 = −2.4232.

For the second order, Hd = (−0.375, −1.812, 2.187, −1.575, −0.614), so dᵀHd = 0.375 − 1.812 − 4.374 − 3.150 − 0.614 = −9.575 and ½ × 1.1604² × (−9.575) = −6.45, for a total of −8.87. The exact change is −6.117, from the re-solved steady state and from the integral (31) evaluated with (19) and (28), and the turnover falls from 67.8 to 0.149 s⁻¹. Measured against the exact −6.12, the first order is too high by 3.69 and the second order too low by 2.75. Neither is usable, although the expansion itself is sound: when a small multiple of this vector is halved, the residual after the first order falls by 4.023 and that after the second by 7.906, near the 4 and 8 expected of quadratic and cubic remainders.

The integrand of (31) shows what happens. At s = 0 it is −2.42 and its slope is δyᵀHδy = 2 × (−6.45) = −12.9, which continued to s = 1 would give −15.3. The degrees at the end point are (−0.053, 0.008, 1.045, −1.920, −0.124), so the integrand there is

1.1604 × (0.053 + 0.008 − 2.090 − 3.840 − 0.124) = −6.95.

It has fallen far less than the initial slope implies, because control has passed to step 3. This can be seen in (25). With q dropped, r/λ_B = w_3λ_A, so the ratios in the dominant terms of ν_1 and ν_2 are r/(w_1λ_B) = θ_A exp(y_3‡ − y_A* − y_1‡) and r/(w_2λ_B) = θ_A exp(y_3‡ − y_A* − y_2‡). The error vector shifts their exponents by 1.1604 × (−2 − 2 + 1) = −3.5 and 1.1604 × (−2 − 2 − 1) = −5.8. The two other ratios are θ_B exp(y_3‡ − y_B* − y_1‡) and θ_B exp(y_3‡ − y_B* − y_2‡), whose exponents shift by −2.3 and −4.6. As the ν become small, X_3 → 1, σ → 2 and X_n → −2θ_n, which is the quasi-equilibrium limit r = w_3p_Ap_B/D². The end-point degrees lie close to it and still obey the rules: the first three add to 1.000, and σ = 2.045 matches −(X_A* + X_B*) = 2.044. The four ratios change on a scale of k_BT in combinations of three energies, and the errors of 0.05 to 0.10 eV used here shift those combinations by 2.3 to 5.8 k_BT at 500 K. The degrees also change through the coverages: in the quasi-equilibrium limit X_n = −2θ_n still varies with y_A* and y_B* alone.

For bounded errors of 0.01 eV the linear worst case is (0.01/0.043087) × 4.0492 = 0.94, but the largest |δ ln r| over the corners of the box is 1.235, and the largest over the whole box cannot be smaller. The linear figure is exceeded by 31% of itself at βε = 0.23. At the corner that raises the rate, with signs ζ = (−1, 1, 1, −1, −1), the printed H gives ζᵀHζ = 6.51 and a quadratic term ½ × 0.2321² × 6.51 = 0.18. That accounts for 0.18 of the gap of 0.30. The value 1.235 is reached at this same corner, while the opposite corner gives −0.82, so the remaining 0.12 comes from higher orders.

For Gaussian errors, (39) with ρ = 0 and ε = 0.01 eV gives 0.2321 × 2.0800 = 0.483, and with ρ = 0.8 it gives 0.2321 × (0.2 × 4.326 + 0.8 × 0.2943)^(1/2) = 0.2321 × 1.049 = 0.243. The bias (40) at the same ε is ½ × 0.2321² × 0.6674 = 0.018 for ρ = 0 and ½ × 0.2321² × (0.1335 − 0.2230) = −0.002 for ρ = 0.8. The error sizes below are chosen to run from a quarter of k_BT to nearly five k_BT; 0.1 to 0.2 eV is a rough size for errors of semilocal density functionals in adsorption energies and barriers. Each line gives ε in eV, the standard deviation from (39) and from 200000 samples of the closed-form rate, then the bias from (40) and from the samples.

ρ = 0
0.01:  0.483  0.501;  0.018  0.017
0.02:  0.965  0.940;  0.072  −0.013
0.05:  2.41  1.93;  0.45  −0.60
0.10:  4.83  3.60;  1.80  −2.08
0.20:  9.66  6.97;  7.19  −5.59

ρ = 0.8
0.01:  0.243  0.247;  −0.002  −0.002
0.02:  0.487  0.518;  −0.010  −0.005
0.05:  1.22  1.22;  −0.06  −0.15
0.10:  2.44  2.11;  −0.24  −0.85
0.20:  4.87  3.86;  −0.97  −2.87

The sampling error of a standard deviation is about 1/√(2 × 200000) = 0.2% of its value for a roughly Gaussian spread, and that of a mean is sd/√200000, about 0.002 for ρ = 0 at 0.02 eV. The differences in the table are therefore real, except those of the bias at 0.01 eV, which lie within the sampling error of about 0.001. For ρ = 0 the linear standard deviation is within 4% of the sampled one up to 0.02 eV and exceeds it by 25% at 0.05 eV and by 39% at 0.20 eV, relative to the sampled value. The bias formula fails earlier: at 0.02 eV it has the wrong sign. H is far from constant on that scale, with H_11 running from 2.9 to 0.5 as y_1‡ moves from 0.46 below to 0.46 above its reference value. Site blocking alone gives a negative mean. In the quasi-equilibrium limit r = w_3p_Ap_B/D², ln D is convex in y_A* and y_B*, so the average of −2 ln D falls below its central value; the shift is −0.37, −1.28 and −3.67 at 0.05, 0.10 and 0.20 eV, 62 to 66% of the size of the sampled means of the full model. This is a comparison of sizes and not a share of the bias, since the reference state is not in that limit. In the full model, errors in A* and B* alone give means of about −0.3, −1.1 and −3.6 at the same three sizes, and errors in the three barriers alone give about −0.2, −1.0 and −2.6. The two are of comparable size and do not add up to the means in the table. A possible further contribution, offered as a conjecture, is that r is capped by each adsorption step, r < w_1p_A and r < w_2p_B by (22), so that favourable errors in the other states are cut off while unfavourable ones pass through. Correlation of 0.8 halves the linear spread because (ΣX)² = 0.29 is small against ΣX² = 4.33. In the samples the ratio of the two spreads is 0.49 at 0.01 eV and larger at the other sizes, but it does not grow steadily with ε: it is 0.55, 0.63, 0.59 and 0.55 at 0.02, 0.05, 0.10 and 0.20 eV.

A standard deviation of ln 2 in ln r, a factor of two in the rate, requires by (39) independent errors of

ε = 0.043087 × 0.6931/2.0800 = 0.0144 eV = 1.39 kJ/mol.

This lies between 0.01 and 0.02 eV, where the linear formula agrees with the samples to 4%.

### Which state to refine

The variance shares are 0.1312, 0.3361, 0.0693, 0.4594 and 0.0041 for TS1, TS2, TS3, A* and B*. Start from independent errors of 0.05 eV, with linear spread 2.414 and sampled spread 1.931, and refine one state to 0.01 eV, so that 1 − ε′²/ε² = 0.96. For A*, (41) gives 2.414 × (1 − 0.96 × 0.4594)^(1/2) = 1.805. The linear and sampled results, the latter from the same random numbers as the unrefined 1.931, are

TS1:  2.257  2.021
TS2:  1.987  1.833
TS3:  2.332  1.796
A*:   1.805  1.404
B*:   2.409  1.832

Both columns select A*, an intermediate, as the best single investment; in the samples it lowers the spread from 1.93 to 1.40. Below that the local ranking does not survive at βε = 1.16. TS3, with a share of 7%, does better than TS2 with 34%, and B*, with 0.4%, does as well as TS2. The size of the degrees over the samples does not explain this order: their root-mean-square values are about 1.4, 1.4, 0.8, 1.3 and 0.6, largest for TS2 and TS1. The signed averages ⟨X_j⟩, about −0.14, 0.58, 0.56, −1.13 and −0.42, come closer. For independent Gaussian errors, integration by parts gives Cov(ln r, y_j) = (βε)²⟨X_j⟩, and these averages put A* first, TS1 last and the other three near one another, though they do not fix the order among those three. They differ from the local degrees, and the samples spread over several kinetic regimes. In about a fifth of them X_1 exceeds 0.5. In about a quarter B covers more than half the surface, and as θ_B approaches one (28) makes X_B* close to −σ. About 6% lie in the quasi-equilibrium regime met above, with X_3 within 0.1 of one and X_1, X_2 within 0.1 of zero.

Refining TS1 raises the sampled spread, from 1.931 to 2.021, a change of 5% and well above the sampling error. The linear theory cannot produce this, since (41) only lowers the variance. The exact variance can. By the law of total variance, with the other four errors called z,

Var(ln r) = ⟨Var(ln r | z)⟩ + Var(⟨ln r | z⟩).

Narrowing the distribution of y_1‡ tends to shrink the first term, but it also removes an averaging over y_1‡ inside the second, and the less averaged function of z may vary more. H_11 = 1.25 is the largest element of H, and X_1 varies strongly with y_1‡ within βε = 1.16. A rise in y_1‡ takes it from −0.75 towards zero from below, with −0.32 after a rise of 0.6, so the sign change that a linear extrapolation would place there does not occur. The sign changes on the other side: X_1 is −1.85 after a fall of 0.5 and +0.69 after a fall of 1.0, it overshoots to 1.18 after a fall of 1.5, and it then approaches one from above, where the adsorption of A limits the rate. On refining TS1 the first term of the variance falls from about 0.5 to 0.05 and the second rises from about 3.3 to 4.1, so the second wins. That the strong dependence of X_1 on y_1‡ is the cause is a conjecture. For a decision on where to spend a higher level of theory, the shares s_j can be trusted while Hδy is small against X. In this model that condition is tight: the first row of H has length 1.58, so independent errors of 0.02 eV (βε = 0.46) change X_1 = −0.75 by about 0.73 in root mean square. The 4% agreement of the total spread up to 0.02 eV does not show otherwise, since the linear value passes from below to above the sampled one between 0.01 and 0.02 eV, and the separate shares drift. For a refinement ε → ε/5, (41) removes the fractions 0.13, 0.32, 0.07, 0.44 and 0.004 of the variance. Samples reproduce these to 0.01 at ε = 0.002 eV, give 0.18, 0.31, 0.09, 0.42 and 0.004 at 0.01 eV, and give 0.08, 0.20, 0.12, 0.41 and 0.03 at 0.02 eV, where TS1 and TS3 have changed places. Where the condition fails, the distribution of r has to be computed from the kinetic model itself.

Computed results

```
random nets: max|sum X_TS - 1| = 1.6e-09
random nets: max|X_n + sigma theta_n| = 1.4e-08; lateral: 0.279
T = 500 K, kT = 0.043087 eV, kT/h = 1.0418e+13 1/s
one decade in rate = kT ln10 = 0.0992 eV = 9.57 kJ/mol
state order: TS1 TS2 TS3 A* B*
G (eV): 0.80 0.85 0.50 -0.30 -0.20 ; G_P = -0.50 eV
p_A, p_B, p_P = 0.5, 1.0, 0.1 bar
w1 w2 w3 (1/s): 8.9981e+04 2.8195e+04 9.5065e+07
K_A K_B (1/bar): 1056.49 103.73
turnover r = 67.789 1/s, ln r = 4.2164
theta * A* B*: 0.00323 0.91098 0.08579
relaxation eigenvalues (1/s): -74047.1 -361.4
X from scaled k (TS): -0.75334 1.20583 0.54751 sum 1.000000
X closed form (all): -0.75334 1.20583 0.54751 -1.40976 -0.13275
sigma = 1.54751; -sigma theta A* B*: -1.40976 -0.13275
forward-only sensitivities: -1.6156 1.6206 0.5475 sum 0.5525
sum X = -0.5425, sqrt(sum X^2) = 2.0800, sum|X| = 4.0492
variance shares X^2/sum X^2: 0.1312 0.3361 0.0693 0.4594 0.0041
H row TS1: 1.2465 -0.7908 -0.4557 0.3004 0.1499
H row TS2: -0.7908 0.0624 0.7285 -0.4842 -0.2395
H row TS3: -0.4557 0.7285 -0.2728 0.1838 0.0896
H row A*: 0.3004 -0.4842 0.1838 -0.2339 0.0449
H row B*: 0.1499 -0.2395 0.0896 0.0449 -0.1347
tr H = 0.6674, sum of all H = -0.2788
all TS +0.20 eV: d ln r = -4.64181, factor 0.00964
error vector dG (eV): 0.05 -0.05 0.10 -0.10 -0.05
terms X_j dy_j: 0.8742 1.3993 -1.2707 -3.2719 -0.1541
d ln r: first order -2.4232, with second order -8.8692
d ln r: exact -6.117090, line integral -6.117090
perturbed turnover 0.149 1/s; X there: -0.053 0.008 1.045 -1.920 -0.124
residual ratios on halving: 4.023, 7.906
worst case |dG|<=0.01 eV: linear 0.9398, corners 1.2350
200000 samples; rho, eps (eV): sd ln r linear, sampled; bias formula, sampled
 0.0 0.01: 0.483 0.501; 0.018 0.017
 0.0 0.02: 0.965 0.940; 0.072 -0.013
 0.0 0.05: 2.414 1.931; 0.449 -0.600
 0.0 0.10: 4.827 3.601; 1.798 -2.081
 0.0 0.20: 9.655 6.969; 7.190 -5.593
 0.8 0.01: 0.243 0.247; -0.002 -0.002
 0.8 0.02: 0.487 0.518; -0.010 -0.005
 0.8 0.05: 1.217 1.224; -0.060 -0.148
 0.8 0.10: 2.435 2.108; -0.241 -0.847
 0.8 0.20: 4.870 3.863; -0.965 -2.867
refine one state 0.05 -> 0.01 eV (rho 0): sd ln r linear, sampled
 TS1: 2.257 2.021
 TS2: 1.987 1.833
 TS3: 2.332 1.796
 A*: 1.805 1.404
 B*: 2.409 1.832
eps for sd = ln 2 (rho 0, linear): 0.0144 eV = 1.39 kJ/mol
transport km = 200 1/(s bar): p_B = 0.7717 bar, r = 45.654 1/s
transport X_TS: -0.3655 0.7579 0.3088 sum 0.7012, X_m 0.2988
```
